# Zeeman effect of boronlike argon in a one-electron Dirac model

## Problem

The ground level of boronlike argon, Ar$^{13+}$ ($1s^22s^22p$, $Z=18$), is $^2P_{1/2}$, with $^2P_{3/2}$ a fine-structure interval $\Delta$ above it. Treat the ion as one Dirac electron in a local central potential $V(r)$, with a spinless point nucleus of infinite mass, in a uniform field $B\hat{\mathbf z}$. Use Hartree units: $c=1/\alpha$, electron charge $-1$, $\mu_B=1/2$. Write $x=Z\alpha$, $y=\mu_BB=B/2$, and $a_e$ for the electron anomaly, $g_s=2(1+a_e)$. The $g$ factor of a level is defined by the energy $g\,y\,m$ linear in $B$.

(a) Find the nonrelativistic $g$ factors of both levels and the Zeeman matrix element between them.

(b) Find the Dirac $g$ factor and the Dirac off-diagonal element for arbitrary $V$, and evaluate $g$ for $V=-Z/r$.

(c) Add the anomalous moment at leading order, wherever it enters.

(d) Find the $B^2$ shift of $^2P_{1/2}$ from mixing with $^2P_{3/2}$. Decide whether it is the whole $B^2$ shift, and at which order mixing changes the Larmor frequency.

(e) Evaluate everything at $B=7$ T for the core-Hartree potential, $V=-Z/r+V_H$, where $V_H$ is the electrostatic potential of the $1s^22s^2$ density computed self-consistently in the same $V$.

## Solution

### Conventions

States are $\psi=r^{-1}\,(G\,\Omega_{\kappa m},\ iF\,\Omega_{-\kappa m})^T$ with real $G,F$ and $\int(G^2+F^2)\,dr=1$. Here $\kappa=l$ for $j=l-\tfrac12$ and $\kappa=-(l+1)$ for $j=l+\tfrac12$, so $j(j+1)=\kappa^2-\tfrac14$. State $b$ is $2p_{1/2}$ ($\kappa=1$) and state $a$ is $2p_{3/2}$ ($\kappa=-2$), both with $G>0$ at its maximum. The spinors are

$$\Omega_{\kappa m}=\begin{pmatrix}-\operatorname{sgn}\kappa\,\sqrt{\frac{\kappa+1/2-m}{2\kappa+1}}\;Y_{l,m-1/2}\\[4pt] \sqrt{\frac{\kappa+1/2+m}{2\kappa+1}}\;Y_{l,m+1/2}\end{pmatrix}.$$

From $J^2=L^2+\tfrac34+\boldsymbol\sigma\cdot\mathbf L$ one gets $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, reverses parity and squares to one, so it maps $\Omega_{\kappa m}$ to $\Omega_{-\kappa m}$ times an $m$-independent phase. The phase is $-1$. For $\kappa=-1$, $\sigma_r(1,0)^T=(\cos\theta,\sin\theta\,e^{i\phi})^T$, while $\sqrt{4\pi}\,\Omega_{1,1/2}=-(\cos\theta,\sin\theta\,e^{i\phi})^T$. For $\kappa=-2$, $m=\tfrac32$, the upper entry of $\sigma_r(Y_{11},0)^T$ is $\cos\theta\,Y_{11}=Y_{21}/\sqrt5$, minus the upper entry of $\Omega_{2,3/2}$. The program tests $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$ pointwise for $\kappa=\pm1,\pm2$ and $m=\pm\tfrac12$.

Define $s(\kappa,\kappa')=\langle\Omega_{\kappa m}|\sigma_z|\Omega_{\kappa'm}\rangle$. On the diagonal it is the difference of the squared coefficients,

$$s(\kappa,\kappa)=\frac{(\kappa+\frac12-m)-(\kappa+\frac12+m)}{2\kappa+1}=-\frac{2m}{2\kappa+1}.$$

For $m=\tfrac12$, $\Omega_{-2}=(\sqrt{2/3}\,Y_{10},\sqrt{1/3}\,Y_{11})^T$ and $\Omega_1=(-\sqrt{1/3}\,Y_{10},\sqrt{2/3}\,Y_{11})^T$. For $m=-\tfrac12$, $\Omega_{-2}=(\sqrt{1/3}\,Y_{1,-1},\sqrt{2/3}\,Y_{10})^T$ and $\Omega_1=(-\sqrt{2/3}\,Y_{1,-1},\sqrt{1/3}\,Y_{10})^T$. In both cases the products of coefficients are $-\sqrt2/3$ (upper) and $+\sqrt2/3$ (lower), so $s(-2,1)=-2\sqrt2/3$. Also $s(2,-1)=0$, since $\sigma_z$ cannot connect $l=2$ to $l=0$.

### (a) Landé factors

The Zeeman operator is $y(L_z+g_sS_z)=y[J_z+(g_s-1)\sigma_z/2]$. On the diagonal $g=1+(g_s-1)s(\kappa,\kappa)/2m$, with $s(1,1)=-2m/3$ and $s(-2,-2)=2m/3$:

$$g_{1/2}=1-\frac{g_s-1}{3}=\frac23-\frac{2a_e}3,\qquad g_{3/2}=1+\frac{g_s-1}3=\frac43+\frac{2a_e}3 .$$

In $^2P_{1/2}$ the spin is on average antiparallel to $\mathbf J$, so the anomaly lowers $g$. Off the diagonal $J_z$ vanishes, and with equal radial functions the element is $y(g_s-1)s(-2,1)/2=-y\,\frac{\sqrt2}{3}(1+2a_e)$, the same for $m=\pm\tfrac12$. These results use only total $L=1$ and $S=\tfrac12$, so they hold for any many-electron $^2P$ term in pure $LS$ coupling.

### (b) Dirac theory

The Hamiltonian is $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Using $(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf v)=\mathbf u\cdot\mathbf v+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\,\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big),$$

and with $\partial_r(G/r)=G'/r-G/r^2$ this gives $\boldsymbol\sigma\cdot\mathbf p\,(G/r)\Omega_\kappa=(i/r)(G'+\kappa G/r)\,\Omega_{-\kappa}$. Applied to the lower component ($\kappa\to-\kappa$, extra factor $i$) it gives $-(1/r)(F'-\kappa F/r)\,\Omega_\kappa$. At $B=0$,

$$(V+c^2-E)G+c\Big(-F'+\frac{\kappa F}{r}\Big)=0,\tag{1}$$

$$c\Big(G'+\frac{\kappa G}r\Big)+(V-c^2-E)F=0.\tag{2}$$

The perturbation is $W=c\boldsymbol\alpha\cdot\mathbf A=\frac{cB}2(\mathbf r\times\boldsymbol\alpha)_z$, by cyclic permutation of the triple product. Since $\boldsymbol\alpha$ connects upper and lower components, for states $p,q$

$$\langle p|(\mathbf r\times\boldsymbol\alpha)_z|q\rangle=i\langle\Omega_{p}|C|\Omega_{-q}\rangle\int rG_pF_q\,dr-i\langle\Omega_{-p}|C|\Omega_{q}\rangle\int rF_pG_q\,dr,$$

where $C=(\hat{\mathbf r}\times\boldsymbol\sigma)_z$ and $\pm p$ stands for $\pm\kappa_p$. The product rule gives $\sigma_z\sigma_r=\cos\theta+iC$ and $\sigma_r\sigma_z=\cos\theta-iC$, hence $C=(\sigma_z\sigma_r-\sigma_r\sigma_z)/2i$. Letting $\sigma_r$ act on the neighbouring spinor, $\langle\Omega_p|C|\Omega_{-q}\rangle=[-s(p,q)+s(-p,-q)]/2i$, and the second angular element is the negative of this. Therefore

$$W_{pq}=\frac{cB}4\,[s(-p,-q)-s(p,q)]\,R_{pq},\qquad R_{pq}=\int r\,(G_pF_q+F_pG_q)\,dr.\tag{3}$$

On the diagonal, $s(-\kappa,-\kappa)-s(\kappa,\kappa)=-2m\big[\frac1{1-2\kappa}-\frac1{1+2\kappa}\big]=\frac{8m\kappa}{4\kappa^2-1}=\frac{2m\kappa}{j(j+1)}$. Dividing $W_{pp}$ by $Bm/2$ gives $g_D=\kappa\,cR_{pp}/j(j+1)$.

The radial integral follows from (1) and (2). Multiply (1) for $p$ by $rF_q$ and (1) for $q$ by $rF_p$, add them, and subtract (2) for $p$ times $rG_q$ and (2) for $q$ times $rG_p$. A local $V$ cancels, leaving

$$(2c^2-E_p+E_q)\,rG_pF_q+(2c^2+E_p-E_q)\,rF_pG_q-cr\,(G_pG_q+F_pF_q)'-c(\kappa_p+\kappa_q)(G_pG_q-F_pF_q)=0 .$$

Integrate, with $-\int rf'\,dr=\int f\,dr$ because $rf$ vanishes at both ends, and divide by $2c$:

$$cR_{pq}=\frac{\kappa_p+\kappa_q-1}2\int G_pG_q-\frac{\kappa_p+\kappa_q+1}2\int F_pF_q+\frac{E_p-E_q}{2c}\int r\,(G_pF_q-F_pG_q).\tag{4}$$

For a nonlocal potential, such as Fock exchange, the cancellation of $V$ fails and (4) with it.

For $p=q$, (4) reads $cR_{pp}=\kappa\langle\beta\rangle-\tfrac12$ with $\langle\beta\rangle=\int(G^2-F^2)=1-2\int F^2$. Thus

$$g_D=\frac{\kappa\,(\kappa\langle\beta\rangle-\frac12)}{j(j+1)},\qquad g_D(2p_{1/2})=\frac23-\frac83\int F_b^2,\qquad g_D(2p_{3/2})=\frac43-\frac{32}{15}\int F_a^2.\tag{5}$$

The Landé values return when $F\to0$, and binding lowers $g$ in both levels. Restoring a mass $m_e$ in the term $\beta m_ec^2$, the Hellmann–Feynman theorem gives $\langle\beta\rangle=\partial E/\partial(m_ec^2)$ at fixed $V$. With $\varepsilon=E-c^2$ and $D=G'+\kappa G/r$, equation (2) is exactly $F=cD/(2c^2+\varepsilon-V)$. At leading order $F=D/2c$, and with $\langle T\rangle=\tfrac12\int D^2$ the Dirac term of $2p_{1/2}$ is $-\frac83\cdot\frac{\langle T\rangle}{2c^2}=-\frac43\langle T\rangle/c^2$, up to relative order $x^2$.

For $V=-Z/r$ the substitution $\mathbf r=\boldsymbol\rho/m_e$ pulls $m_e$ out of the whole Hamiltonian, so $E\propto m_e$ and $\langle\beta\rangle=E/c^2$. The Sommerfeld formula for $n=2$, $|\kappa|=1$ is $E/c^2=[1+x^2/(1+\gamma)^2]^{-1/2}$ with $\gamma=\sqrt{1-x^2}$. Since $(1+\gamma)^2+x^2=2(1+\gamma)$, $\langle\beta\rangle=\sqrt{(1+\gamma)/2}$. Inserting $(1+\gamma)/2=1-x^2/4-x^4/16-\dots$ into $\sqrt{1-t}=1-t/2-t^2/8-\dots$ gives $\langle\beta\rangle=1-x^2/8-(1/32+1/128)x^4=1-x^2/8-5x^4/128$, and

$$g_D=\frac43\Big(\langle\beta\rangle-\frac12\Big)=\frac23-\frac{x^2}6-\frac{5x^4}{96}-\dots$$

For $p=a$, $q=b$ one has $\kappa_a+\kappa_b=-1$, the $FF$ term of (4) drops out, and with $\Delta_D=E_a-E_b$

$$-cR_{ab}=\int G_aG_b-\frac{\Delta_D}{2c}\int r\,(G_aF_b-F_aG_b).\tag{6}$$

The bracket in (3) is $0-s(-2,1)$, so $W_{ab}=y\,\tfrac12 s(-2,1)(-cR_{ab})=-y\frac{\sqrt2}3(-cR_{ab})$, which reduces to part (a) at $g_s=2$ when the overlap is one.

### (c) The anomalous moment

An extra moment $\mu_a$ couples through the Lorentz scalar $\tfrac12\sigma^{\mu\nu}F_{\mu\nu}$. With $\gamma^0=\beta$, $\gamma^i=\beta\alpha_i$ and $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$, one has $\sigma^{0i}=i\alpha_i$ and $\sigma^{ij}=-i\alpha_i\alpha_j=\epsilon_{ijk}\Sigma_k$ for $i\ne j$, while $F_{0i}=\mathcal E_i/c$ and $F_{ij}=-\epsilon_{ijk}B_k$. The scalar is $i\boldsymbol\alpha\cdot\boldsymbol{\mathcal E}/c-\boldsymbol\Sigma\cdot\mathbf B$. A scalar enters the Hamiltonian as the mass does, multiplied by $\beta$. An electron at rest must have energy $(1+a_e)\mu_B\boldsymbol\sigma\cdot\mathbf B$, which fixes $\mu_a=-a_e/2$. The force on charge $-1$ is $-\boldsymbol{\mathcal E}=-\nabla V$, where the model takes the whole of $V$ as electrostatic. Then

$$H_P=a_e\,y\,\beta\Sigma_z-\frac{a_e}{2c}\,i\beta\alpha_rV'(r).$$

The magnetic part has elements $a_ey\,[s(p,q)\int G_pG_q-s(-p,-q)\int F_pF_q]$. At leading order $\int GG\to1$ and $\int FF\to0$. The diagonal gives $\delta g=a_es(\kappa,\kappa)/m=\mp2a_e/3$, as in (a), and the off-diagonal element $a_ey\,s(-2,1)$ adds to $W_{ab}$:

$$g_{1/2}=\frac23-\frac83\int F_b^2-\frac{2a_e}3,\qquad W_{ab}=-yM,\qquad M=\frac{\sqrt2}3\,(-cR_{ab}+2a_e).\tag{7}$$

The $FF$ parts are of order $a_ex^2$. They are dropped because the cross term of $W$ with the electric part, and self-energy effects that a constant anomalous moment does not describe, are of that order too.

The electric part changes $\Delta$. The matrix $\beta\alpha_r$ has $+\sigma_r$ in the upper-right block and $-\sigma_r$ in the lower-left block. These contribute $G(iF)(-1)$ and $-(-iF)G(-1)$, together $-2iGF$, so $\langle i\beta\alpha_rV'\rangle=2\int V'GF$ and $\delta E=-(a_e/c)\int V'GF\,dr$. With $F=D/2c$ this is $-(a_e/2c^2)\big[\int V'GG'+\kappa\langle V'/r\rangle\big]$. At leading order $G$ is common to both levels, so $\delta\Delta=-(a_e/2c^2)(-2-1)\langle V'/r\rangle=(3a_e/2c^2)\langle V'/r\rangle$.

The Dirac splitting at the same order comes from putting the exact $F$ into (1), multiplying by $G$ and integrating by parts: $\int[(V-\varepsilon)G^2+c^2D^2/(2c^2+\varepsilon-V)]\,dr=0$. This form is stationary in $G$, so the nonrelativistic $G$, with energy $\varepsilon_0$, may be inserted; expanding the denominator gives $\varepsilon=\varepsilon_0-\frac1{4c^2}\int(\varepsilon_0-V)D^2$. Both levels have $\kappa^2=2-\kappa$, so the $\kappa$-dependent part of $D^2$ is $\kappa(2GG'/r-G^2/r^2)=\kappa(G^2/r)'$. Integrating by parts, the shift is $-\kappa\langle V'/r\rangle/4c^2$, and $\Delta_D=(3/4c^2)\langle V'/r\rangle$. Hence $\delta\Delta=2a_e\Delta_D$ at leading order. With $\Delta=\Delta_D+\delta\Delta$, the ratio $M^2/\Delta$ carries $(1+2a_e)^2/(1+2a_e)$, so keeping $a_e$ in $M$ alone would double its effect at this order.

### (d) Second and third order

$W$ is the $z$ component of an even-parity vector operator, so from $j=\tfrac12$ it reaches only $j\le\tfrac32$ with the same parity and $m$: $\kappa=1$ and $\kappa=-2$. In second and third order every intermediate state is connected directly to $b$, so these two channels are complete through $B^3$. The sum $E_2=\sum_n|W_{nb}|^2/(E_b-E_n)$ has three kinds of terms.

The state $2p_{3/2}$ gives the mixing term

$$E_2^{\rm mix}=-\frac{M^2y^2}{\Delta}\approx-\frac29(1+2a_e)^2\frac{(\mu_BB)^2}{\Delta}.\tag{8}$$

For other positive-energy $p$ states, (4) makes $cR$ of order $x^2$: the overlap $\int GG$ vanishes nonrelativistically by orthogonality, $\int FF\sim x^2$, and the last term is an energy of order $Z^2$ over $c^2$. These states contribute of order $x^4y^2/Z^2$ and are negligible.

Negative-energy states belong in the sum, because the bound-electron propagator contains them. For them $E_b-E_n\approx+2c^2$, and at leading order they span the lower components. Closure gives the effective operator $c^2(\boldsymbol\sigma\cdot\mathbf A)^2/2c^2=A^2/2=B^2r^2\sin^2\theta/8$ on the upper component, the diamagnetic term. The $p_{1/2}$ density is $|\Omega_{1,m}|^2=1/4\pi$, so $\langle\sin^2\theta\rangle=2/3$ and

$$E_2^{\rm dia}=+\frac{B^2\langle r^2\rangle_b}{12}.\tag{9}$$

Mixing is therefore not the whole $B^2$ shift. In hydrogenic scaling $\Delta\propto x^2Z^2$ and $\langle r^2\rangle\propto Z^{-2}$, so (9) is smaller than (8) by a factor of order $x^2$ times a number. Each core electron is spherical and adds a term of the form (9). In this independent-particle model the core term is common to all sublevels of both levels and cancels in transitions among them.

For third order, take the $2\times2$ matrix in $b,a$ at fixed $m=\pm\tfrac12$. Without diamagnetism $H_{bb}=ymg_{1/2}$, $H_{aa}=\Delta+ymg_{3/2}$, $H_{ab}=-yM$. With $d=H_{aa}-H_{bb}$ the lower root is

$$E=H_{bb}+\frac d2-\frac12\sqrt{d^2+4M^2y^2}=H_{bb}-\frac{M^2y^2}d+O(y^4),\qquad \frac1d=\frac1\Delta-\frac{ym\,(g_{3/2}-g_{1/2})}{\Delta^2}+\dots$$

The first term of $1/d$ is (8). Both (8) and (9) are the same for $m=\pm\tfrac12$ and cancel in the Larmor frequency $h\nu_L=E(+\tfrac12)-E(-\tfrac12)$. The trace is fixed, so the $m=\pm\tfrac12$ sublevels of $^2P_{3/2}$ rise by $M^2y^2/\Delta$, while $m=\pm\tfrac32$ have no partner in $^2P_{1/2}$. The second term of $1/d$ is odd in $m$ and acts as a change of $g$.

The diamagnetic operator also has an $a$–$b$ element. Here $\langle\sin^2\theta\rangle=1-\frac32\int_{-1}^1u^4du=\frac25$ in $Y_{10}$ and $\frac34\int_{-1}^1(1-u^2)^2du=\frac45$ in $Y_{1,\pm1}$. With the coefficient products $\mp\sqrt2/3$ found above, the angular element is $\frac{\sqrt2}3(\frac45-\frac25)=\frac{2\sqrt2}{15}$ for $m=\tfrac12$ and its negative for $m=-\tfrac12$, that is $4\sqrt2\,m/15$. So $H_{ab}=-yM+\sqrt2\,mB^2\langle r^2\rangle_{ab}/30$ with $\langle r^2\rangle_{ab}=\int r^2G_aG_b$. The cross term in $-H_{ab}^2/\Delta$ is $+ym\cdot2\sqrt2MB^2\langle r^2\rangle_{ab}/30\Delta$, and $M\approx\sqrt2/3$ suffices in it. Then $h\nu_L=y\,(g_{1/2}+\delta g^{(3)})$ with

$$\delta g^{(3)}=M^2\Big(\frac y\Delta\Big)^2(g_{3/2}-g_{1/2})+\frac{2\langle r^2\rangle_{ab}B^2}{45\,\Delta}.\tag{10}$$

The expansion needs $y\ll\Delta$. When $y$ approaches $\Delta$ the square root must be kept, $j$ ceases to label the states, and the Paschen–Back regime begins.

### (e) Numbers

For a core radial density $\rho$ with $Q(r)=\int_0^r\rho$, $V_H=Q/r+\int_r^\infty\rho/r'\,dr'$ and $V'=(Z-Q)/r^2$. The numerical check solves (1) and (2) in a B-spline basis. Its tests include the Sommerfeld energies; equation (5) against the direct integral $\int rGF$ and against a finite-difference $\partial E/\partial m_e$, and equation (6), each to $10^{-7}$; $\delta\Delta=2a_e\Delta_D$ for the Coulomb potential at $c$ and $4c$; and a diagonalization of the two coupled channels in finite fields, from which the $B$, $B^2$ and $B^3$ coefficients are extracted and compared with (7)–(10).

The inputs are $x=0.1313523$ and $a_e=1.159652\times10^{-3}$. For the bare nucleus $\langle\beta\rangle=0.99783159$ and $g_D=\frac43(0.49783159)=0.663775$, and the series gives $0.6666667-0.0028756-0.0000155=0.6637756$. The bare splitting is $4.81$ eV.

In the core-Hartree potential $\int F_b^2=8.184367\times10^{-4}$, so

$$g_{1/2}=0.6666667-\tfrac83(8.184367\times10^{-4})-\tfrac23(1.159652\times10^{-3})=0.6666667-0.0021825-0.0007731=0.6637111 .$$

The coupled-channel value without anomaly, $0.6644842$, equals the sum of the first two terms. Screening raises $g$ by $0.0007087$ relative to the bare nucleus and nearly cancels the anomaly term; the two have unrelated origins. The estimate $-\frac43\langle T\rangle/c^2$ with $\langle T\rangle=31.0168$ hartree is $-0.0022022$, larger in size than the Dirac term by $0.9\%$ of that term. The difference comes from replacing $2c^2+\varepsilon-V$ by $2c^2$ in $F$. Likewise $g_{3/2}=1.3333333-\frac{32}{15}(8.144949\times10^{-4})+0.0007731=1.3323688$.

These digits are the arithmetic of the model. Omitted are binding QED, of scale $(\alpha/\pi)x^2=4.0\times10^{-5}$, and nuclear recoil, of scale $m_e/(40\,\mathrm u)=1.4\times10^{-5}$, each times a coefficient not computed here; the part of the former carried by $H_P$ alone comes out as $-3.8\times10^{-6}$. Also omitted are exchange, the Breit interaction and correlation, whose size was not computed; an error of one tenth of the screening term would be $7\times10^{-5}$ in $g$. A downward shift of that size would already turn $0.6637$ into $0.6636$, so the fourth decimal is not secured; the three terms support $g(^2P_{1/2})\approx0.664$.

The orbital energies $-27.133910$ and $-27.022995$ hartree give $\Delta_D=0.110915$ hartree. The anomaly adds $0.000261$ hartree, which is $1.013$ times $2a_e\Delta_D$, so $\Delta=0.111176$ hartree $=3.025$ eV. From (6), $-cR_{ab}=0.9991686-0.0000044=0.9991642$, and $M=\frac{\sqrt2}3(0.9991642+0.0023193)=0.4721038$, $M^2=0.222882$. The $B^2$ coefficients in atomic units are

$$-\frac{0.222882}{4\times0.111176}=-0.50119,\qquad \frac{0.12447}{12}=+0.01037 ,$$

with sum $-0.49082$ against $-0.49083$ from the coupled channels. Written as $E_2=g^{(2)}(\mu_BB)^2/m_ec^2$, so that $g^{(2)}$ is $4c^2$ times the coefficient, they give $g^{(2)}=-3.76\times10^4$ from mixing and $-3.69\times10^4$ with the valence diamagnetic term.

At $7$ T, $B=2.97807\times10^{-5}$ a.u. and $y/\Delta=1.3394\times10^{-4}$, so $y=\Delta$ would need about $5\times10^4$ T. The Larmor frequency is $65.03$ GHz in the model; an error of $7\times10^{-5}$ in $g$ would move it by $0.007$ GHz, so the last digit is not secured. The mixing shift is $-0.50119\times(2.97807\times10^{-5})^2=-4.445\times10^{-10}$ hartree $=-2.92$ MHz. The valence diamagnetic shift is $+0.06$ MHz, $2.1\%$ of the mixing shift. The core, with $\sum\langle r^2\rangle=0.34451$ bohr$^2$, gives $+0.17$ MHz, nearly three times the valence term; this figure rests on (9) and is outside the coupled-channel test. The level as a whole moves by $-2.92+0.06+0.17\approx-2.7$ MHz in this model.

Equation (10) gives $0.222882\times(1.3394\times10^{-4})^2\times(1.3323688-0.6637111)=2.67\times10^{-9}$ plus a cross term $4.4\times10^{-11}$, together $2.72\times10^{-9}$, as the coupled channels also give. This raises $\nu_L$ by $266$ Hz in the model, $4\times10^{-9}$ of $\nu_L$.

The weak input is $\Delta$. The factor $M$ differs from $\sqrt2/3$ by less than $0.2\%$, whereas the measured splitting is roughly $2.8$ eV, so the core-Hartree value is high by about $8\%$ of the measured one. The model omits exchange, the Breit interaction and correlation, all of which can change $\Delta$; their separate contributions were not computed here. With the rough measured $\Delta$ in (8) the mixing shift lies between $-3.1$ and $-3.2$ MHz (its second digit depends on the third digit of $\Delta$), and the first term of (10), which scales as $\Delta^{-2}$, grows by about one sixth.

## Computed results

```
Z alpha = 0.1313523
c = 137.035999 a.u.
anomaly ae = 1.15965218e-03
alpha/(2 pi) = 1.16140973e-03
Coulomb: <beta> 2p1/2 = 0.99783159
Coulomb: -x^2/6 = -0.0028756
Coulomb: -5x^4/96 = -0.0000155
Coulomb: g Dirac = 0.6637754
Coulomb: g with anomaly = 0.6630023
Coulomb: Delta = 4.8054 eV
CH: E(1s) = -133.9602 hartree
CH: E(2s) = -28.5190 hartree
CH: E(2p1/2) = -27.133910 hartree
CH: E(2p3/2) = -27.022995 hartree
CH: int F^2 2p1/2 = 8.184367e-04
CH: int F^2 2p3/2 = 8.144949e-04
CH: <T> 2p1/2 = 31.0168 hartree
CH: -(4/3)<T>/c^2 = -0.0022022
Lande term = 0.6666667
Dirac term = -0.0021825
screening change of g = 0.0007087
anomaly term = -0.0007731
g(2P1/2) = 0.6637111
g(2P3/2) = 1.3323688
g Dirac from coupled channels = 0.6644842
Pauli binding part of g (not adopted) = -3.82e-06
omitted scale (alpha/pi) x^2 = 4.0e-05
omitted scale m_e/(40 u) = 1.4e-05
Delta Dirac = 0.110915 hartree
Delta anomaly part = 0.000261 hartree
anomaly part/(2 ae Delta) = 1.0130
Delta = 0.111176 hartree
Delta = 3.0252 eV
int Ga Gb = 0.9991686
small term of identity = 4.41e-06
-c R = 0.9991642
M = 0.4721038
M^2 = 0.2228820
<r^2> 2p1/2 = 0.12447 bohr^2
<r^2>_ab = 0.12501 bohr^2
core sum <r^2> = 0.34451 bohr^2
B^2 coeff mixing = -0.50119 a.u.
B^2 coeff valence diamagnetic = 0.01037 a.u.
B^2 coeff coupled channels = -0.49083 a.u.
g2 mixing = -37647
g2 mixing+valence = -36868
B (7 T) = 2.97807e-05 a.u.
mu_B B/Delta = 1.3394e-04
Larmor frequency = 65.0262 GHz
mixing shift = -4.4450e-10 hartree
mixing shift = -2.9247 MHz
valence diamagnetic shift = 0.0605 MHz
core diamagnetic shift = 0.1675 MHz
mixing shift, rough Delta 2.8 eV = -3.2 MHz
delta g3 two-level = 2.673e-09
delta g3 cross term = 4.43e-11
delta g3 coupled channels = 2.718e-09
B^3 shift of Larmor frequency = 266 Hz
```
